# Surface plasmon polaritons on a flat metal surface, evaluated for silver: a program that tests the result

```python
# Result under test: a surface plasmon polariton on a flat metal/dielectric
# interface has k = k0*sqrt(eps*eps_d/(eps+eps_d)), with k0 = omega/c.
# eps: complex metal permittivity (z<0); eps_d: real dielectric one (z>0).
# Fields vary as exp(i*k*x - i*omega*t), so a lossy metal has Im(eps)>0.
# kappa_d, kappa_m: decay constants of the field in dielectric and metal.
# Power propagation length: 1/(2 Im k). Field depths: 1/Re(kappa).
# Silver is a Drude model with rough inputs, not a table of measured data.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

BACKGROUND = 4.0
PLASMA_EV = 9.0
DAMPING_EV = 0.05
CELL_EDGE_M = 4.1e-10
HC_EV_NM = const.h * const.c / const.e * 1e9


def drude(energy, damping=DAMPING_EV):
    return BACKGROUND - PLASMA_EV**2 / (energy**2 + 1j * energy * damping)


def plasmon(eps, eps_d):
    """Derived k, kappa_d, kappa_m, all in units of k0."""
    eps = complex(eps)
    s = np.sqrt(-1 / (eps + eps_d))
    return np.sqrt(eps * eps_d / (eps + eps_d)), eps_d * s, -eps * s


def small_loss_im_k(eps, eps_d):
    a = eps.real
    return (a * eps_d / (a + eps_d))**1.5 * eps.imag / (2 * a**2)


# Linear finite elements; the interface is a node and H vanishes far away.
nodes = np.concatenate([np.linspace(-300, 0, 201),
                        np.linspace(0, 4500, 301)[1:]])
widths = np.diff(nodes)
in_metal = 0.5 * (nodes[1:] + nodes[:-1]) < 0


def matrices(weight):
    n = len(nodes)
    stiffness = np.zeros((n, n), dtype=np.result_type(weight, float))
    mass = np.zeros_like(stiffness)
    for j, h in enumerate(widths):
        block = slice(j, j + 2)
        stiffness[block, block] += weight[j] / h * np.array([[1, -1], [-1, 1]])
        mass[block, block] += weight[j] * h / 6 * np.array([[2, 1], [1, 2]])
    return stiffness[1:-1, 1:-1], mass[1:-1, 1:-1]


unit_stiffness, unit_mass = matrices(np.ones(len(widths)))


def numerical_mode(eps, eps_d, k0):
    """Find the TM bound mode directly from the layered wave equation."""
    stiffness, mass = matrices(1 / np.where(in_metal, eps, eps_d))
    operator = -stiffness + k0**2 * unit_mass
    values = np.linalg.eigvals(np.linalg.solve(mass, operator))
    bound = values[values.real > eps_d * k0**2]
    assert len(bound) == 1
    k_squared = bound[0]
    field = np.ones(len(nodes) - 2, dtype=complex)
    shifted = operator - k_squared * (1 + 1e-6) * mass
    for _ in range(3):
        field = np.linalg.solve(shifted, mass @ field)
        field /= np.max(abs(field))
    z = nodes[1:-1]
    center = np.argmin(abs(z))
    above, below = center + 10, center - 20
    depth_d = z[above] / np.log(abs(field[center] / field[above]))
    depth_m = -z[below] / np.log(abs(field[center] / field[below]))
    return np.sqrt(k_squared), depth_d, depth_m


def energy_balance(eps, eps_d):
    """Guided powers and absorption by quadrature, with k0=omega*eps0=1."""
    k, kd, km = plasmon(eps, eps_d)

    def integral(kappa):
        return quad(lambda z: abs(np.exp(-kappa * z))**2,
                    0, 40 / kappa.real, epsabs=1e-12, limit=200)[0]
    power_d = 0.5 * (k / eps_d).real * integral(kd)
    power_m = 0.5 * (k / eps).real * integral(km)
    electric = (abs(km)**2 + abs(k)**2) / abs(eps)**2
    absorbed = 0.5 * eps.imag * electric * integral(km)
    return k, power_d, power_m, absorbed


# Lossless existence: search the boundary condition above both light lines.
test_eps_d = 2.25
for eps_real in [-8, -3, -2.3, -2.2, -1, -0.3, 0.5, 4]:
    def mismatch(q):
        return (np.sqrt(q*q - test_eps_d) / test_eps_d
                + np.sqrt(q*q - eps_real) / eps_real)
    low = np.sqrt(max(test_eps_d, eps_real)) + 1e-10
    exists = mismatch(low) * mismatch(1000.0) < 0
    assert exists == (eps_real < -test_eps_d)
    if exists:
        root = brentq(mismatch, low, 1000.0)
        assert abs(root - plasmon(eps_real, test_eps_d)[0]) < 1e-7 * root

# With loss, independently chosen decaying roots obey the unsquared condition.
rng = np.random.default_rng(7)
for _ in range(500):
    eps = complex(rng.uniform(-20, 10), rng.uniform(0.05, 10))
    eps_d = rng.uniform(1, 4)
    k, kd, km = plasmon(eps, eps_d)
    root_d, root_m = np.sqrt(k*k - eps_d), np.sqrt(k*k - eps)
    assert k.real > 0 and k.imag > 0
    assert root_d.real > 0 and root_m.real > 0
    assert abs(root_d/eps_d + root_m/eps) < 1e-8 * (1 + abs(root_d))
    assert abs(root_d - kd) + abs(root_m - km) < 1e-8 * (1 + abs(km))
    s = np.sqrt(-1 / (eps + eps_d))
    identity = s.real * (abs(eps + eps_d) + eps_d)
    assert abs(root_m.real - identity) < 1e-8 * (1 + identity)
    slope = eps_d**2 * eps.imag / abs(eps + eps_d)**2
    assert abs((k*k).imag - slope) < 1e-10 * (1 + slope)

# The relative error of the small-loss formula is quadratic in the loss.
errors = []
for loss in [0.5, 0.25]:
    eps = complex(-17, loss)
    errors.append(abs(small_loss_im_k(eps, 1) / plasmon(eps, 1)[0].imag - 1))
assert abs(errors[0] / errors[1] - 4) < 0.05

density = 4 / CELL_EDGE_M**3
plasma_count = (const.hbar / const.e * np.sqrt(
    density * const.e**2 / (const.epsilon_0 * const.m_e)))
assert abs(plasma_count - PLASMA_EV) < 0.2
limit_energy = brentq(lambda e: drude(e, 0).real + 1, 1, 8)
assert abs(limit_energy - PLASMA_EV / np.sqrt(BACKGROUND + 1)) < 1e-9
energies = np.linspace(0.5, 0.999 * limit_energy, 500)
indices = np.array([plasmon(drude(e, 0).real, 1)[0].real for e in energies])
assert np.all(indices > 1) and np.all(np.diff(energies * indices) > 0)
near_limit = plasmon(drude(limit_energy * (1 - 1e-8), 0).real, 1)[0].real
assert near_limit > 1000

print(f"Rough inputs: background {BACKGROUND:.0f} (no unit), "
      f"plasma energy {PLASMA_EV:.0f} eV, damping {DAMPING_EV:.2f} eV")
print(f"Rough fcc cell edge: {CELL_EDGE_M*1e9:.2f} nm")
print(f"Conduction-electron density: {density:.2e} m^-3")
print(f"Plasma energy from electron count: {plasma_count:.2f} eV")
print(f"Lossless limiting energy in air: {limit_energy:.2f} eV")

for wavelength, eps_d in [(450, 1.0), (550, 1.0), (650, 1.0), (650, 2.25)]:
    energy = HC_EV_NM / wavelength
    eps = drude(energy)
    k0 = 2 * np.pi / wavelength
    k, kd, km = plasmon(eps, eps_d)
    length = 1 / (2 * k.imag * k0)
    depth_d, depth_m = 1 / (kd.real * k0), 1 / (km.real * k0)
    fem_k, fem_d, fem_m = numerical_mode(eps, eps_d, k0)
    # One percent allows for the finite element width.
    assert abs(fem_k.real / (k.real * k0) - 1) < 1e-3
    assert abs(fem_k.imag / (k.imag * k0) - 1) < 0.01
    assert abs(fem_d / depth_d - 1) < 0.01
    assert abs(fem_m / depth_m - 1) < 0.01
    te_operator = (-unit_stiffness
                   + k0**2 * matrices(np.where(in_metal, eps.real, eps_d))[1])
    te_values = eigh(te_operator, unit_mass, eigvals_only=True)
    assert te_values[-1] < eps_d * k0**2
    balance_k, power_d, power_m, absorbed = energy_balance(eps, eps_d)
    total = power_d + power_m
    assert power_m < 0 < total
    assert abs(2 * balance_k.imag * total / absorbed - 1) < 1e-7
    approximate = 1 / (2 * k0 * small_loss_im_k(eps, eps_d))
    print(f"CASE: vacuum wavelength {wavelength} nm, eps_d {eps_d:.2f}, "
          f"photon energy {energy:.3f} eV")
    print(f"  Metal permittivity: {eps.real:.2f} + {eps.imag:.3f} i (no unit)")
    print(f"  k/k0: {k.real:.4f} + {k.imag:.6f} i (no unit)")
    print(f"  k0: {k0*1000:.3f} um^-1; Re k: {k.real*k0*1000:.3f} um^-1; "
          f"Im k: {k.imag*k0*1000:.5f} um^-1")
    print(f"  Plasmon wavelength: {wavelength/k.real:.1f} nm")
    print(f"  Power propagation length: {length/1000:.1f} um; "
          f"small-loss formula: {approximate/1000:.1f} um")
    print(f"  Field depths: dielectric {depth_d:.0f} nm, metal {depth_m:.1f} nm")
    print(f"  Finite elements: length {1/(2*fem_k.imag)/1000:.1f} um, "
          f"depths {fem_d:.0f} and {fem_m:.1f} nm")
    print(f"  Metal power / dielectric power: {power_m/power_d:.4f} (no unit)")

energy = HC_EV_NM / 650
k0 = 2 * np.pi / 650
double_k = plasmon(drude(energy, 2 * DAMPING_EV), 1)[0]
double_length = 1 / (2 * double_k.imag * k0)
print(f"Air, 650 nm, damping {2*DAMPING_EV:.2f} eV: "
      f"propagation length {double_length/1000:.1f} um")
print("no test failed")
```

It prints:

```
Rough inputs: background 4 (no unit), plasma energy 9 eV, damping 0.05 eV
Rough fcc cell edge: 0.41 nm
Conduction-electron density: 5.80e+28 m^-3
Plasma energy from electron count: 8.95 eV
Lossless limiting energy in air: 4.02 eV
CASE: vacuum wavelength 450 nm, eps_d 1.00, photon energy 2.755 eV
  Metal permittivity: -6.67 + 0.194 i (no unit)
  k/k0: 1.0846 + 0.002776 i (no unit)
  k0: 13.963 um^-1; Re k: 15.143 um^-1; Im k: 0.03876 um^-1
  Plasmon wavelength: 414.9 nm
  Power propagation length: 12.9 um; small-loss formula: 12.9 um
  Field depths: dielectric 171 nm, metal 25.6 nm
  Finite elements: length 12.9 um, depths 171 and 25.6 nm
  Metal power / dielectric power: -0.0225 (no unit)
CASE: vacuum wavelength 550 nm, eps_d 1.00, photon energy 2.254 eV
  Metal permittivity: -11.93 + 0.353 i (no unit)
  k/k0: 1.0447 + 0.001414 i (no unit)
  k0: 11.424 um^-1; Re k: 11.935 um^-1; Im k: 0.01615 um^-1
  Plasmon wavelength: 526.5 nm
  Power propagation length: 31.0 um; small-loss formula: 30.9 um
  Field depths: dielectric 290 nm, metal 24.3 nm
  Finite elements: length 31.0 um, depths 289 and 24.3 nm
  Metal power / dielectric power: -0.0070 (no unit)
CASE: vacuum wavelength 650 nm, eps_d 1.00, photon energy 1.907 eV
  Metal permittivity: -18.25 + 0.583 i (no unit)
  k/k0: 1.0285 + 0.000952 i (no unit)
  k0: 9.666 um^-1; Re k: 9.942 um^-1; Im k: 0.00920 um^-1
  Plasmon wavelength: 632.0 nm
  Power propagation length: 54.3 um; small-loss formula: 54.3 um
  Field depths: dielectric 430 nm, metal 23.5 nm
  Finite elements: length 54.3 um, depths 430 and 23.5 nm
  Metal power / dielectric power: -0.0030 (no unit)
CASE: vacuum wavelength 650 nm, eps_d 2.25, photon energy 1.907 eV
  Metal permittivity: -18.25 + 0.583 i (no unit)
  k/k0: 1.6019 + 0.003596 i (no unit)
  k0: 9.666 um^-1; Re k: 15.485 um^-1; Im k: 0.03476 um^-1
  Plasmon wavelength: 405.8 nm
  Power propagation length: 14.4 um; small-loss formula: 14.4 um
  Field depths: dielectric 184 nm, metal 22.7 nm
  Finite elements: length 14.4 um, depths 184 and 22.7 nm
  Metal power / dielectric power: -0.0152 (no unit)
Air, 650 nm, damping 0.10 eV: propagation length 27.2 um
no test failed
```
